# Heat-bath selection of determinants from presorted integral lists, compared with CIPSI, part 2

Selected configuration interaction must decide which determinants $D_a$ to add to a set $V$. Heat-bath selection (HCI) is compared here with CIPSI, in Hartree atomic units, for $M$ orthonormal spin orbitals and $N$ electrons. The lowest eigenvector of $H$ in $V$ is $|\Psi_0\rangle=\sum_{i\in V}c_i|D_i\rangle$, with energy $E_0$.

For a double excitation $p<q\to r<s$,
$$|H_{ai}|=|\langle rs\|pq\rangle| ,$$
up to a sign $\sigma$ set by the other occupied orbitals. A single's magnitude depends on the whole occupation, so singles are tested directly.

CIPSI ranks by $|e_a|$ (in a variant by $|c_a^{(1)}|$), where
$$b_a=\langle D_a|H|\Psi_0\rangle=\sum_{i\in V}H_{ai}c_i,\qquad \Delta_a=H_{aa}-E_0 ,$$
$$c_a^{(1)}=-\frac{b_a}{\Delta_a},\qquad e_a=-\frac{b_a^2}{\Delta_a},\qquad E_2=\sum_{a\notin V}e_a .$$
HCI uses
$$\text{accept }D_a\notin V\iff m_a\equiv\max_{i\in V}|H_{ai}c_i|>\epsilon ,$$
and repeats diagonalization and selection until nothing is new.

For each pair $p<q$, a list $L_{pq}$ holds $v=|\langle rs\|pq\rangle|>\tau$ in decreasing order, with $\tau\le\epsilon$. For each parent $D_i$ and occupied pair, it is read until $v|c_i|\le\epsilon$ (a stop). Entries with $r$ or $s$ occupied are blocked; the others generate targets. A sweep reads $G+B+S$ entries (generated, blocked, stops), with $S\le|V|\,N(N-1)/2$.

The example is Li$_2$ at $R=5.0$ bohr, RHF/STO-3G: $M=20$, $N=6$, 1824 determinants ($A_g$, $M_S=0$), and 567 spin-allowed doubles per determinant. RHF fills the core orbitals $1a_g$, $1b_{1u}$ and the valence orbital $2a_g$, and has $|c|=0.9533$ in the FCI vector. $E_{\rm FCI}=-14.667372$ Ha and $E_{\rm corr}=-0.028729$ Ha. The 176-determinant $V$ of section 2 has $E_0=-14.66733611$ Ha and $E_2=-3.58898\times10^{-5}$ Ha, the latter confirmed by a finite difference in the perturbation strength $\lambda$.

### A list and the read counts for Li$_2$

The list for the pair $2a_g\alpha,\,2a_g\beta$ begins as follows; in these five entries both electrons go to the same spatial orbital, empty in RHF.

| target | $v$ / Ha |
|---|---|
| $1b_{2u}$ | 0.04418 |
| $1b_{3u}$ | 0.04418 |
| $2b_{1u}$ | 0.04112 |
| $3a_g$ | 0.03648 |
| $3b_{1u}$ | 0.03410 |

At $\epsilon=5\times10^{-3}$ Ha the parent RHF, with $c=1$ in $V=\{\text{RHF}\}$, passes all five. A parent that holds this pair passes the head only if $|c_i|>0.005/0.04418=0.113$, and the fifth entry only if $|c_i|>0.005/0.03410=0.147$. Below 0.113 the list costs one read.

The whole first step at this threshold gives $G=53$, $B=64$, $S=15$, the last being one stop for each of the $\binom62=15$ pairs. All 53 targets are new and distinct, since there is one parent. The $53+64+15=132$ reads are fewer than the 567 candidates, but more than the 95 determinants that couple to RHF at all. For a parent with $|c_i|$ near 1 in a basis this small the lists gain little. The gain comes from the many parents with small coefficients, as the last sweeps of three converged runs show.

| $\epsilon$ / Ha | size | $G$ | $B$ | $S$ | reads |
|---|---|---|---|---|---|
| $2\times10^{-3}$ | 116 | 135 | 368 | 1738 | 2241 |
| $5\times10^{-4}$ | 278 | 419 | 700 | 4141 | 5260 |
| $1\times10^{-4}$ | 446 | 1302 | 1668 | 6616 | 9586 |

Full enumeration visits $116\times567=65772$, 157626 and 252882 doubles, of which 10780, 25546 and 40762 are nonzero. The reads are $2241/65772=3.4\%$, $3.3\%$ and $3.8\%$ of the candidates, and $2241/10780=21\%$, $21\%$ and $24\%$ of the nonzero connections. The second comparison is the fair one against a code that already exploits symmetry. Singles are not in these counts. Per determinant there are $2241/116=19$, 19 and 21 reads, most of them stops, which nearly reach their bound ($116\times15=1740$ against 1738). In the four sweeps counted above, blocked reads outnumber generated ones, so there the overhead exceeds the useful output; this is an observation for these thresholds, not a general property. In a last sweep nothing is new by definition, so all generated targets already lie in $V$. Stops can be avoided wholesale for a parent with $|c_i|v_{\max}\le\epsilon$, where $v_{\max}$ is the largest entry of all lists.

## 6. How the selected set differs from CIPSI

For a candidate with $m_a>0$ define $\rho_a=|b_a|/m_a$. Substituting $|b_a|=\rho_am_a$,
$$|e_a|=m_a^2\,\frac{\rho_a^2}{\Delta_a}.$$
For given $V$ and $c$, HCI ranks by $m_a^2$ and CIPSI by $m_a^2$ times the factor $\rho_a^2/\Delta_a$. If that factor were the same for all candidates the two rankings would coincide. The interference ratio $\rho_a$ says whether the parents add or cancel, and $\Delta_a$ says how high the candidate lies.

**Range of $\rho_a$ and the loss bound.** Let $n_a$ be the number of parents with $H_{ai}\neq0$. The triangle inequality gives $|b_a|\le\sum_i|H_{ai}c_i|\le n_am_a$, so $0\le\rho_a\le n_a$, and $\rho_a=1$ if $n_a=1$. A rejected determinant has $m_a\le\epsilon$, hence
$$|e_a|\le\frac{n_a^2\,\epsilon^2}{\Delta_a}.$$
Equality needs all $n_a$ terms equal to $\epsilon$ in size and of one sign, so this is a bound, not an estimate. The program asserts it for the multi-determinant step treated in this section. It shows the two ways in which HCI can reject an important determinant: many small coherent parents, or a small denominator.

**One-sided inclusion.** Suppose CIPSI accepts $|e_a|>\eta$, and let $\Delta_{\min}$ and $n_{\max}$ be the extremes over the candidates. Then $|b_a|>\sqrt{\eta\Delta_a}\ge\sqrt{\eta\Delta_{\min}}$ and $m_a\ge|b_a|/n_a>\sqrt{\eta\Delta_{\min}}/n_{\max}$. Any $\epsilon\le\sqrt{\eta\Delta_{\min}}/n_{\max}$ therefore makes the HCI set contain the CIPSI set. No converse exists, because $\rho_a$ has no positive lower bound: complete cancellation gives $e_a=0$ with $m_a>\epsilon$.

**Exchange inequality.** Let both methods take $K$ candidates from the same $V$ and $c$, with $a$ in the HCI set only and $a'$ in the CIPSI set only. HCI preferred $a$, so $m_a\ge m_{a'}$. CIPSI preferred $a'$, so $m_{a'}^2\rho_{a'}^2/\Delta_{a'}\ge m_a^2\rho_a^2/\Delta_a$. Replacing $m_a^2$ on the right by the smaller $m_{a'}^2$ keeps the inequality, and division by $m_{a'}^2>0$ gives
$$\frac{\rho_{a'}^2}{\Delta_{a'}}\ \ge\ \frac{\rho_a^2}{\Delta_a}.$$
For a single-determinant $V$ every $\rho$ equals 1, and the inequality becomes $\Delta_{a'}\le\Delta_a$: what HCI takes in place of the CIPSI choice lies higher. For larger $V$ no such ordering of denominators follows.

A further difference is one of invariance. The quantity $b_a=\langle D_a|H|\Psi_0\rangle$ depends on the state $\Psi_0$ alone, whereas $m_a$ depends on how $\Psi_0$ is resolved into determinants.

### First step from RHF: denominators only

Cutting both rankings at each $K$ from 1 to 95, with ties broken by index, gives different sets at 53 sizes, and $\Delta_{a'}\le\Delta_a$ is asserted for each of these. Many of these cuts fall inside a group of equal $m_a$: a threshold reaches only 44 of the sizes, and of the 35 sizes at which neither cut splits a tie the sets differ at 13. At $\epsilon=5\times10^{-3}$ Ha, $K=53$ and 49 determinants are common, so four are exchanged; here the CIPSI cut splits a tie. One from each side:

- HCI only, $1a_g\alpha\,1b_{1u}\beta\to1b_{3u}\alpha\,1b_{2g}\beta$, two core holes: $m=0.00528$ Ha, $\Delta=5.0505$ Ha, $e=-0.00528^2/5.0505=-5.5\times10^{-6}$ Ha.
- CIPSI only, $2a_g\alpha\,1b_{1u}\beta\to3b_{1u}\alpha\,3a_g\beta$, one core hole: $m=0.00459$ Ha, $\Delta=2.5394$ Ha, $e=-0.00459^2/2.5394=-8.3\times10^{-6}$ Ha.

The second falls below the threshold, $0.00459<0.005$. Its squared coupling is $(0.00459/0.00528)^2=0.756$ of the first, its denominator is smaller by the factor $5.0505/2.5394=1.99$, and the product $1.50$ is the ratio of the energy contributions, $8.292/5.526$.

### A later step in which interference dominates

Take the 176-determinant set of section 2, which is HCI converged at $10^{-3}$ Ha, and one step at $\epsilon=2\times10^{-4}$ Ha. HCI accepts $K=216$ of 1366 connected candidates. Switching on the two factors one at a time separates them.

| ranking | factor on $m$ | common with HCI |
|---|---|---|
| $m^2/\Delta$ | denominator | 214 |
| $\lvert b\rvert$ | interference | 192 |
| $b^2/\Delta$ | both, energy | 196 |
| $\lvert b\rvert/\Delta$ | both, coefficient | 194 |

The denominator alone exchanges $216-214=2$ determinants, interference alone 24, and the CIPSI ranking 20. In this step the picture from the first step is reversed. The 20 HCI-only determinants lie lower on average ($\Delta=4.913$ Ha) than the 20 CIPSI-only ones (5.445 Ha). They are distinguished by $\rho$, with mean 0.402 against 1.808: on average the HCI-only determinants have parents that partly cancel, and the CIPSI-only ones have parents that add. The means do not say this of every member of the two groups. The reversed order of the mean denominators belongs to this threshold: from the same $V$ at $\epsilon=5\times10^{-4}$ Ha ($K=102$) the ten HCI-only determinants lie higher than the ten CIPSI-only ones, 5.10 against 2.74 Ha, as in the first step. The balance of the two factors also varies; in the second step of the run at $5\times10^{-4}$ Ha each factor alone exchanges four determinants. The exchange inequality is asserted for these two groups and holds. As an illustration with the mean values, $0.402^2/4.913=0.033$ stands against $1.808^2/5.445=0.60$.

The ranges within the HCI set point the same way. The ranking variable is $\sqrt{|e_a|}=m_a\rho_a/\sqrt{\Delta_a}$. Here $\Delta$ runs from 2.181 to 7.891 Ha, a factor $\sqrt{7.891/2.181}=1.9$ in the ranking variable, while $\rho$ runs from 0.025 to 4.084, a factor of about 160. No accepted determinant has a small denominator at this stage. The factor 1.9 overstates the spread that matters at the cut: the 102 candidates with $m_a$ within a factor 1.4 of $\epsilon$ have $\Delta$ from 4.18 to 7.89 Ha, a factor 1.4 in the ranking variable.

At equal $K$ the CIPSI set captures the largest possible share of $E_2$, by its definition. The shares are 0.9811 for HCI and 0.9871 for CIPSI. The parts left out are $0.0189\times3.589\times10^{-5}=6.8\times10^{-7}$ Ha and $0.0129\times3.589\times10^{-5}=4.6\times10^{-7}$ Ha.

### Full runs at equal size

HCI is iterated from RHF until nothing is new. CIPSI starts from RHF and adds at each step as many determinants as HCI did, chosen by $|e_a|$ from its own current wavefunction. The increments are (83, 32), (89, 176, 12) and (95, 326, 24), which with the reference give the sizes 116, 278 and 446. The common parts are 102, 268 and 434 determinants, or 88%, 96% and 97%. The largest set is $446/1824=24\%$ of the sector and both variational errors there are of order $10^{-7}$ Ha, so the close agreement may reflect in part a nearly converged problem. Errors are in Ha relative to $E_{\rm FCI}$, $E_2$ is the full unscreened sum, and the missing weight is $1-\sum_{i\in V}\psi_i^2$ for the FCI vector $\psi$.

| size | method | $E_0$ error | $E_0+E_2$ error | missing weight |
|---|---|---|---|---|
| 116 | HCI | $7.68\times10^{-5}$ | $7.9\times10^{-7}$ | $2.6\times10^{-5}$ |
| 116 | CIPSI | $6.40\times10^{-5}$ | $-1.8\times10^{-6}$ | $1.8\times10^{-5}$ |
| 278 | HCI | $4.21\times10^{-6}$ | $-3.1\times10^{-7}$ | $1.0\times10^{-6}$ |
| 278 | CIPSI | $3.28\times10^{-6}$ | $-2.6\times10^{-7}$ | $6.2\times10^{-7}$ |
| 446 | HCI | $1.36\times10^{-7}$ | $-1.6\times10^{-9}$ | $2.3\times10^{-8}$ |
| 446 | CIPSI | $1.85\times10^{-7}$ | $2.1\times10^{-9}$ | $4.0\times10^{-8}$ |

With 116 determinants HCI misses $7.68\times10^{-5}/0.028729=0.27\%$ of the correlation energy. At the two smaller sizes its variational error is $7.682/6.396=1.20$ and $4.207/3.284=1.28$ times that of CIPSI. At size 446 the order reverses: the CIPSI error is $1.853/1.363=1.36$ times the HCI error ($5.0\times10^{-6}$ eV against $3.7\times10^{-6}$ eV), and its missing weight is larger as well. This contradicts nothing derived here. CIPSI is optimal for the second-order estimate of one step from a frozen $\Psi_0$, not for the variational energy after rediagonalization or after several steps. In this run both methods take all 95 coupled determinants first, so the difference arises in the last two steps. A conjecture for the cause is the imposed schedule: 326 determinants are chosen at once from a 96-determinant wavefunction, whose interference pattern changes once they are added, and choices are never undone. With increments of at most 10 determinants the CIPSI errors at the three sizes are $6.03\times10^{-5}$, $3.25\times10^{-6}$ and $1.07\times10^{-7}$ Ha (increments of at most 40 also give $1.07\times10^{-7}$ Ha at size 446), below HCI at every size, so the reversal belongs to this schedule and not to the criterion.

The corrected energies are not variational, and their errors take both signs. The program asserts that $E_2$ reduces the error magnitude in all six cases. Neither method has the smaller corrected error throughout.

## 7. Stability and failure modes

**What convergence guarantees.** The residual $(H-E_0)\Psi_0$ has no component in $V$, by the eigenvalue equation there, and has components $b_a$ outside. At the fixed point $m_a\le\epsilon$ for all external $a$, so $|b_a|\le n_a\epsilon$. At $\epsilon=0$ the residual vanishes and $\Psi_0$ is an exact eigenvector of $H$. It need not be the ground state: a reference with one value of $M_S$, or in one irreducible representation of an Abelian point group, never reaches another, because each determinant carries these labels and all connecting elements are zero. Total spin is not protected in this way. Open-shell determinants are in general not eigenfunctions of $S^2$, so the lowest root in $V$ can be a triplet even when the reference is a closed shell. For $\epsilon>0$ the control is per component, and the energy error has to be estimated through $E_2$.

**Small denominators.** The criterion does not see $\Delta_a$. A determinant with $m_a\le\epsilon$ and $\Delta_a$ of the order of $|b_a|$ mixes strongly and is rejected all the same, as can happen near an avoided crossing. The symptom appears in $E_2$ as a large $|c_a^{(1)}|$ or a $\Delta_a\le0$, where the second-order formula itself fails. A code should record the smallest $\Delta_a$ and the largest $|c_a^{(1)}|$, and move offenders into $V$. In the opposite case, excitations out of core orbitals, when these are not frozen, supply candidates with large $\Delta_a$ that HCI overrates, as in the first step from RHF.

**Path dependence.** Determinants are never removed, so the final $V$ contains members accepted under earlier coefficients. It can depend on the starting set and on a schedule of thresholds, and nothing derived here makes the sets for different $\epsilon$ nested. The coefficients change at each diagonalization, so old parents must be walked again. For an unchanged or smaller $|c_i|$ at the same $\epsilon$ this yields nothing new, and storing the largest $|c_i|$ already used allows such parents to be skipped.

**Rounding and ties.** A decision can flip only if $v|c_i|$ lies within the numerical error of $\epsilon$. An eigenvector error $\delta c_i$ shifts the product by $v\,\delta c_i$, so loosely converged vectors can give irreproducible sets, though the loop still ends. Completeness needs a monotone list. The program sorts on values rounded to $10^{-11}$ Ha to fix the order of symmetry-equivalent entries, which permits inversions of that size and matters only if $\epsilon/|c_i|$ falls inside one. A threshold treats symmetry partners with equal $m_a$ alike, whereas a cut at fixed $K$ can split them. The CIPSI runs here break ties by index.

**Spin and spatial symmetry.** Different spin couplings of one spatial configuration have different $m_a$ and $e_a$ in general, so neither criterion guarantees a spin-complete $V$, and $\Psi_0$ need not be an eigenfunction of $S^2$. Adding all determinants of each accepted configuration restores this. For a non-Abelian or linear point group handled in an Abelian subgroup, neither criterion guarantees the full symmetry either. There the operations outside the subgroup mix the orbitals of a degenerate shell, such as $\pi_x$ and $\pi_y$, so the remedy is to add all determinants with the same number of electrons in each shell.

**System size.** For $L$ identical noninteracting fragments with localized orbitals, the exact coefficients are products of fragment coefficients. The same holds within a $V$ that is the product of $L$ copies of a fragment set. For such a $V$, an external excitation on one fragment, with the others in their reference determinants, has parents on that fragment only, so $m=m^{(1)}|c_0|^{L-1}$, where $m^{(1)}$ is the single-fragment value and $c_0$ the fragment reference coefficient. A $V$ selected at fixed $\epsilon$ is in general not such a product, and the factor is then only an estimate. With $|c_0|=0.9533$ and $L=10$ the factor is $0.9533^9=0.65$. For the product $V$, $b_a$ scales in the same way. After the first step a fixed $\epsilon$ thus acts as a higher threshold per fragment as the system grows; the first step from the reference has $c=1$ for any $L$ and is unaffected. Simultaneous excitations on different fragments, which size consistency requires, are reached from parents with small coefficients and need not pass the threshold. Neither truncated scheme guarantees size consistency.

**Orbitals.** The theorem on doubles holds for any orthonormal orbitals, and for complex ones, since $|\sigma|=1$. The gain depends on how fast the lists decay. If all entries of a list were equal, each walk would read either one entry or all of them, and sorting would rank nothing.

**Where the lists are invalid.** A Hamiltonian with three-body terms contributes to a double excitation a sum over a spectator, in the way two-body terms do for singles, and the magnitude then depends on the occupation. Configuration state functions and nonorthogonal determinants do not obey the one-term rule either.

**Extensions that keep the structure.** For several states, replace $|c_i|$ by $\max_k|c_i^{(k)}|$; the maximum over $i$ and $k$ still separates by parent. For the perturbative correction the same walk with a smaller threshold $\epsilon_2$, now with signs, gives a screened sum $\tilde b_a$. Each omitted term is at most $\epsilon_2$ in size and there are at most $n_a$ of them, so $|b_a-\tilde b_a|\le n_a\epsilon_2$. The lists must then be stored down to $\tau\le\epsilon_2$.

## Computed values

```
Li2 STO-3G R = 5.0 bohr, M = 20 spin orbitals, N = 6, Ag dets = 1824
eps_orb/Ha: 1ag -2.3298 1b1u -2.3297 2ag -0.1501 2b1u 0.0834 1b2u 0.1331
eps_orb/Ha: 1b3u 0.1331 3ag 0.1583 1b2g 0.2418 1b3g 0.2418 3b1u 0.4743
E_RHF = -14.63864283 Ha, E_FCI = -14.66737204 Ha
E_corr = -0.028729 Ha = -0.7818 eV, |c_RHF| = 0.9533
doubles: 77616 pairs, 786 nonzero quadruples, 714 with both signs
max rule error doubles 4.4e-16 Ha, singles 7.6e-16 Ha; |H| spread doubles 4.4e-16 Ha
single 2ag.a->3ag.a: |H| from RHF 2.8e-11 Ha, max of 432 cases 0.10737 Ha
lists: 190, entries: 1572, spin-allowed doubles per det: 567
  list 2ag.a 2ag.b -> 1b2u.a 1b2u.b: 0.04418 Ha, free in RHF
  list 2ag.a 2ag.b -> 1b3u.a 1b3u.b: 0.04418 Ha, free in RHF
  list 2ag.a 2ag.b -> 2b1u.a 2b1u.b: 0.04112 Ha, free in RHF
  list 2ag.a 2ag.b -> 3ag.a 3ag.b: 0.03648 Ha, free in RHF
  list 2ag.a 2ag.b -> 3b1u.a 3b1u.b: 0.03410 Ha, free in RHF
V={RHF}: 95 coupled dets, sets differ at 53 sizes K
 eps 5e-03 Ha: K = 53, common 49; generated/blocked/stops (53, 64, 15)
 HCI only: 1ag.a 1b1u.b -> 1b3u.a 1b2g.b
   m 0.00528 Ha, Delta 5.0505 Ha, e -5.526e-06 Ha
 CIPSI only: 2ag.a 1b1u.b -> 3b1u.a 3ag.b
   m 0.00459 Ha, Delta 2.5394 Ha, e -8.292e-06 Ha
V = HCI(eps 1e-03 Ha): 176 dets, E0 = -14.66733611 Ha
 E2 formula -3.58898e-05 Ha, finite difference (lambda 0.01) -3.58898e-05 Ha, c1 rel err 1.3e-06
 step at eps 2e-04 Ha: K = 216 of 1366 connected
 common with top K by |b|: 192, m^2/D: 214, |b|/D: 194, b^2/D: 196
 HCI only 20: mean Delta 4.913 Ha, mean rho 0.402
 CIPSI only 20: mean Delta 5.445 Ha, mean rho 1.808
 rho in HCI set: min 0.025, max 4.084; Delta 2.181 to 7.891 Ha
 share of E2 captured: HCI 0.9811, CIPSI 0.9871
eps 2e-03 Ha: size 116, added [83, 32], common 102
 HCI   E0-FCI 7.682e-05 Ha, +E2 7.85e-07 Ha, missing weight 2.61e-05
 CIPSI E0-FCI 6.396e-05 Ha, +E2 -1.78e-06 Ha, missing weight 1.83e-05
 last sweep gen/blocked/stops (135, 368, 1738), reads 2241; nonzero doubles 10780, all 65772
eps 5e-04 Ha: size 278, added [89, 176, 12], common 268
 HCI   E0-FCI 4.207e-06 Ha, +E2 -3.08e-07 Ha, missing weight 1.02e-06
 CIPSI E0-FCI 3.284e-06 Ha, +E2 -2.63e-07 Ha, missing weight 6.24e-07
 last sweep gen/blocked/stops (419, 700, 4141), reads 5260; nonzero doubles 25546, all 157626
eps 1e-04 Ha: size 446, added [95, 326, 24], common 434
 HCI   E0-FCI 1.363e-07 Ha, +E2 -1.62e-09 Ha, missing weight 2.28e-08
 CIPSI E0-FCI 1.853e-07 Ha, +E2 2.13e-09 Ha, missing weight 4.01e-08
 last sweep gen/blocked/stops (1302, 1668, 6616), reads 9586; nonzero doubles 40762, all 252882
smallest eps, E0-FCI: HCI 3.710e-06 eV, CIPSI 5.043e-06 eV
```
